# Interface Resistance in Diffusive Multilayers from Ballistic Transmission

Take a flat interface between two free-electron metals whose bands reach 8 eV and 7 eV below the Fermi level. For one spin, a ballistic calculation gives an inverse transmission of 1.806 fΩ m². Inside a thick diffusive stack, under conditions derived below, the same interface adds 0.151 fΩ m², twelve times less. Most of the ballistic value is not caused by the interface: it is the price of feeding current from wide reservoirs into metals with a finite number of modes.

Let metals A and B have $N_A$ and $N_B$ open modes at the Fermi level, for one spin and cross-section $A$. A mode is a state of given transverse motion that carries current toward the interface, together with its partner moving away. Let $T_{mn}$ be the probability that an electron arriving in mode $n$ of A leaves in mode $m$ of B, and let

$$G=\sum_{mn}T_{mn}.$$

The number $N_A$ includes modes that are totally reflected. I assume linear response, elastic scattering, magnetizations along one common axis and no spin flip, so each spin is a separate conductor. The filling of a mode is expressed as a level $f$ in volts, with the sign chosen so that current flows from high to low level. Each filled mode carries $(e^2/h)f$.

Suppose that all modes arriving from A have the same level $u_A$, and all those arriving from B the level $u_B$. When this holds is settled below. Flux conservation at the interface requires $N_A=R_A+G$, where $R_A$ is the total reflection back into A. The scattering matrix is unitary, so its squared elements also sum to one over incoming modes; hence $N_A=R_A+G'$, with $G'$ the total transmission from B to A. Therefore $G'=G$, and the current is

$$I=\frac{e^2}{h}\,G\,(u_A-u_B).\tag{1}$$

The outgoing modes in A are fed by reflection from A and transmission from B. Their mean level is

$$\frac{R_Au_A+G\,u_B}{N_A}=u_A-\frac{G(u_A-u_B)}{N_A}=u_A-\frac{hI}{e^2N_A}.$$

On the B side the same count gives a mean outgoing level $u_B+hI/(e^2N_B)$. Far from the interface the local potential is the mean level over all modes and both directions of motion. By equation (4) below, this mean is linear in position right up to the interface, so its value there is the bulk potential extrapolated to the interface:

$$V_A=u_A-\frac{hI}{2e^2N_A},\qquad V_B=u_B+\frac{hI}{2e^2N_B}.\tag{2}$$

Equation (1) gives $u_A-u_B=hI/(e^2G)$. Subtracting the two potentials, dividing by $I$ and multiplying by the area gives, for spin $s$,

$$AR_s=\frac{Ah}{e^2}\left[\frac1{G_s}-\frac12\left(\frac1{N_{A,s}}+\frac1{N_{B,s}}\right)\right].\tag{3}$$

The Sharvin resistance of a metal is $h/(e^2N)$. Half of it is subtracted on each side because the incoming level lies above or below the local potential by half the difference between incoming and outgoing levels. A ballistic calculation measures the drop between incoming levels; a resistor in a diffusive stack is defined by the drop between these extrapolated potentials.

The even filling of incoming modes is a property of the bulk. Let every mode have the same scattering probability $1/\lambda$ per unit length along the current, and let scattering redistribute electrons evenly over all $2N$ states. Then

$$\pm\frac{df_n^\pm}{dx}=-\frac{f_n^\pm-\bar f}{\lambda},\tag{4}$$

where $\bar f(x)$ is the mean over all modes and both directions. For electrons moving right from a distant or evenly filled source, the solution is an integral over $\bar f$ with the weight $e^{-(x-x')/\lambda}/\lambda$, plus, if the source lies at a finite distance $L$, its level times $e^{-L/\lambda}$. Neither term contains $n$, so the incoming modes are evenly filled. The outgoing modes may be very uneven, but they act on $\bar f$ through their mean alone. In this model (3) is therefore exact for a single interface, whatever the matrix $T_{mn}$.

The same argument gives the series law. At a reservoir the incoming level equals the reservoir potential, so by (2) half a Sharvin resistance lies between reservoir and metal. A stack A|B between reservoirs has

$$R=\frac{h}{2e^2N_A}+R_A^{\rm bulk}+R_s+R_B^{\rm bulk}+\frac{h}{2e^2N_B}.$$

A homogeneous piece of A of twice the thickness has resistance $h/(e^2N_A)+2R_A^{\rm bulk}$. Subtracting half of it, and half of the corresponding piece of B, leaves $R_s$. This defines the interface resistance without reference to levels inside the metal, and it can be used for other scattering laws too, provided each layer is several mean free paths thick; in thinner layers the result can depend on the thickness.

With two interfaces, the uneven pattern leaving the first can reach the second. Averaging (4) over right-moving modes gives the equation for their mean $F^+$, and subtracting it from (4) gives

$$\frac{d(f_n^+-F^+)}{dx}=-\frac{f_n^+-F^+}{\lambda}.$$

The pattern decays as $e^{-d/\lambda}$ over a spacing $d$, and so does the leading error of the series law. I joined the scattering probabilities of a 4 eV layer between two 7 eV metals numerically. The two interfaces together fell below twice the value of (3) by 1.8% at $d=\lambda$, 0.10% at $4\lambda$ and 0.014% at $6\lambda$. The last two differ by a factor of about 7, as $e^2=7.4$ requires.

Probabilities may replace amplitudes if phases average out. A coherent calculation supports this for strongly mixing disorder. The step between the 7 eV and 4 eV metals was represented by 105 and 60 modes and placed between two random scatterers, each transmitting half of the incident flux. Such a scatterer adds $1/(N/2)-1/N=1/N$ in units of $h/e^2$. The conductance was averaged over 200 sets of independent random unitary matrices, which have no time-reversal symmetry and so leave out weak localization; the two scatterers and the outer half-Sharvin terms were then subtracted from its inverse. The remainder was 0.0054, equal to the value of (3) at this precision, while $1/G$ is 0.0185.

Three limits show what (3) contains. Without an interface, $G=N_A=N_B$ and the result is zero, whereas $1/G$ would still be a full Sharvin resistance. If B has fewer modes and transmits all of them, $G=N_B$ and

$$AR_s=\frac{Ah}{2e^2}\left(\frac1{N_B}-\frac1{N_A}\right).\tag{5}$$

Since $G$ cannot exceed the smaller mode number, (5) is a lower bound on (3) for given $N_A>N_B$. It need not hold when the incoming modes are unevenly filled. The third limit is an interface that sends each electron with equal probability into any of the $N_A+N_B$ outgoing modes. Then $T_{mn}=1/(N_A+N_B)$, so

$$G=\frac{N_AN_B}{N_A+N_B},\qquad \frac1G=\frac1{N_A}+\frac1{N_B},$$

and (3) leaves half of this sum.

For a worked case, let the interface be a sharp potential step between free-electron metals of equal mass. The transverse wave number $q$ is conserved. With normal wave numbers $k_1$ and $k_2$, matching the wave and its slope gives

$$T=\frac{4k_1k_2}{(k_1+k_2)^2}.$$

Let $k_A>k_B$ be the Fermi wave numbers. The total is $G/A=(2\pi)^{-1}\int_0^{k_B}T\,q\,dq$. Put $\sigma=k_1+k_2$ and $\Delta=k_1^2-k_2^2=k_A^2-k_B^2$, which does not depend on $q$. Then $k_1-k_2=\Delta/\sigma$, so that

$$k_1=\frac12\left(\sigma+\frac{\Delta}{\sigma}\right),\qquad T=\frac{\sigma^2-\Delta^2/\sigma^2}{\sigma^2}=1-\frac{\Delta^2}{\sigma^4}.$$

From $k_1^2=k_A^2-q^2$ we have $q\,dq=-k_1dk_1$, and

$$k_1dk_1=\frac14\left(\sigma+\frac\Delta\sigma\right)\left(1-\frac{\Delta}{\sigma^2}\right)d\sigma=\frac14\left(\sigma-\frac{\Delta^2}{\sigma^3}\right)d\sigma.$$

As $q$ rises from 0 to $k_B$, $\sigma$ falls from $S=k_A+k_B$ to $\sqrt\Delta$. The minus sign reverses the limits:

$$\int_0^{k_B}Tq\,dq=\frac14\int_{\sqrt\Delta}^{S}\left(\sigma-\frac{2\Delta^2}{\sigma^3}+\frac{\Delta^4}{\sigma^7}\right)d\sigma
=\frac14\left[\frac{\sigma^2}{2}+\frac{\Delta^2}{\sigma^2}-\frac{\Delta^4}{6\sigma^6}\right]_{\sqrt\Delta}^{S}.$$

The lower limit contributes $\Delta/2+\Delta-\Delta/6=4\Delta/3$. With $D=k_A-k_B$ and $\Delta=SD$,

$$\frac GA=\frac1{8\pi}\left[\frac{S^2}{2}+D^2-\frac{4SD}{3}-\frac{D^4}{6S^2}\right].\tag{6}$$

For $D=0$ this becomes $k_A^2/4\pi$, the number of modes per area, as it must.

Let the spacer have a depth of 7 eV, and the ferromagnet 8 eV for majority and 4 eV for minority electrons. The mode densities $k^2/4\pi$ are 14.62, 16.71 and 8.355 nm⁻². Dividing $h/e^2=25.81$ kΩ by them gives Sharvin resistances of 1.766, 1.545 and 3.090 fΩ m². Equation (6) gives $G/A=14.29$ nm⁻² for the majority step and 7.527 nm⁻² for the minority step. Hence, in fΩ m²,

$$AR_\uparrow=1.806-\tfrac12(1.766+1.545)=0.151,$$
$$AR_\downarrow=3.430-\tfrac12(1.766+3.090)=1.002.$$

The bound (5) is 0.110 for majority and 0.662 for minority electrons. For evenly filled incoming modes, about two thirds or more of each value thus comes from the mismatch in mode number, and the rest from partial reflection of modes open on both sides. The ratio of minority to majority resistance is 6.6, while the ballistic values differ by a factor of 1.9. The subtraction changes the spin contrast as well as the size.

Equal scattering per length is a special law. If scattering is isotropic in angle with mean free path $\lambda$ along the flight path, a mode at angle $\theta$ to the current, with $\mu=\cos\theta$, obeys

$$\pm\mu_n\frac{df_n^\pm}{dx}=-\frac{f_n^\pm-\bar f}{\lambda},\tag{7}$$

where $\bar f$ is now the average over solid angle. Far from interfaces $f_n^\pm=V\mp\mu_n\lambda V'$, with $V'=dV/dx$. Modes are uniform in $q^2$, so a fraction $2\mu\,d\mu$ lies in $d\mu$ and $\sum\mu_n=2N/3$. The current is

$$I=\frac{e^2}{h}\sum_n(f_n^+-f_n^-)=-\frac{e^2}{h}\,\frac{4N\lambda}{3}V',$$

which gives the bulk term $AR^{\rm bulk}=(Ah/e^2)\,3d/(4N\lambda)$ per spin. It also shows that incoming modes are not evenly filled: those along the current carry most of the drift.

The effect on a weak interface can be found directly. Subtracting the lower-sign equation (7) from the upper-sign one removes $\bar f$, and summing over modes gives

$$\frac{d}{dx}\sum_n\mu_n(f_n^++f_n^-)=-\frac1\lambda\sum_n(f_n^+-f_n^-)=-\frac{hI}{e^2\lambda}.$$

This sum is linear in $x$ right up to the interface. Far away it equals $2V\sum\mu_n=4NV/3$, so $3/(4N)$ times its value at the interface is the extrapolated bulk potential. Now let the same metal lie on both sides, and let mode $n$ be reflected specularly with small probability $R_n$. The outgoing levels are

$$f^+_B=(1-R_n)f^+_A+R_nf^-_B,\qquad f^-_A=R_nf^+_A+(1-R_n)f^-_B,$$

and therefore

$$(f^+_A+f^-_A)-(f^+_B+f^-_B)=2R_n(f^+_A-f^-_B).$$

To leading order the last bracket is the bulk difference $-2\mu_n\lambda V'=3\mu_n hI/(2e^2N)$. The potential drop divided by the current is then

$$R=\frac{h}{e^2}\,\frac{3}{4N}\sum_n\mu_n\,2R_n\,\frac{3\mu_n}{2N}=\frac{h}{e^2N^2}\sum_n\frac94\mu_n^2R_n.\tag{8}$$

In the same limit (3) gives $1/(N-\sum R_n)-1/N\approx\sum R_n/N^2$. Isotropic scattering thus weights each reflection by $9\mu_n^2/4$, which is below one for $\mu_n<2/3$. Reflection of grazing electrons counts for less because they carried little current.

Our steps reflect mainly grazing electrons. The totally reflected ones have $\mu^2<1/8$ in the majority ferromagnet and $\mu^2<3/7$ in the spacer facing the minority band, so all lie below $\mu=2/3$. A numerical solution for isotropic scattering, using the subtraction of homogeneous pieces described above, gives 0.036 instead of 0.151 fΩ m² for majority electrons and 0.594 instead of 1.002 for minority electrons. The first is a reduction by a factor of four. Equation (8) does not cover total reflection or unequal metals, so its use as the explanation here is an inference, though the direction agrees. For smooth interfaces that conserve $q$, formula (3) can be a poor approximation even between thick layers.

Consider now a repeated period F|N|F|N with ferromagnetic layers of 10 nm and spacers of 20 nm. Take mean free paths of 8 nm (majority), 3 nm (minority) and 20 nm (spacer). The bulk terms per spin are 0.1448, 0.7724 and 0.0662 fΩ m² per nm. With parallel magnetizations each spin meets the same ferromagnetic band twice:

$$AR_\uparrow^{\rm tot}=2(1.448+1.324+2\times0.151)=6.15,$$
$$AR_\downarrow^{\rm tot}=2(7.724+1.324+2\times1.002)=22.10,$$

in fΩ m². In parallel they give $6.15\times22.10/28.25=4.81$. With antiparallel magnetizations each spin meets one layer of each kind, so both channels have $(6.15+22.10)/2$ and together give $28.25/4=7.06$. The magnetoresistance, the rise relative to the parallel value, is 47%. Inserting the ballistic $1/G$ instead, with all else fixed, would give 9.11 and 11.15 fΩ m² and a magnetoresistance of 22%.

Solving the angle-resolved transport problem for the same stack gives 4.42 and 6.54 fΩ m², 8% and 7% below the series values, and a magnetoresistance of 48%. If the isotropic interface values 0.036 and 0.594 are put into the series law, it gives 4.45 and 6.54. Most of the discrepancy therefore comes from the single-interface value, not from interaction between interfaces. For layers of 3 nm the series law with (3) gives 1.55 and 2.73, the angle-resolved solution 1.10 and 1.98. The isotropic interface values would give 1.19 and 2.21, so here the short spacing lowers the resistance by a further 7% and 10%. All these values leave out interference between the smooth interfaces, which can matter in layers this thin.

Spin flip couples the two channels. If their potentials differ by $\delta$ and their bulk resistances per length are $\rho_\uparrow$ and $\rho_\downarrow$, a leakage $g\delta$ per length gives $\delta''=g(\rho_\uparrow+\rho_\downarrow)\delta$. A spin-flip length $\ell$ thus means $g=1/[\ell^2(\rho_\uparrow+\rho_\downarrow)]$. A resistor network with $\ell=20$ nm in the ferromagnet, 300 nm in the spacer and no flip at interfaces lowers the magnetoresistance from 46.8% to 45.7%. The effect is this small only because $\ell$ exceeds the layer thickness: with $\ell=5$ nm in the ferromagnet the same model gives 36.5%, and spin-flip lengths of a few nm are common in ferromagnets at room temperature. Averaging the transmission over the thermal window at 300 K changes either interface resistance by less than one part in $10^4$, and averaging (3) itself over energy changes it by at most about three parts in $10^4$; phonon scattering enters through the mean free paths.

These parameters are loosely modelled on nickel against a noble-metal spacer. Interface resistances of order 0.1 to 1 fΩ m² are typical of good metallic contacts, as a rough guide. The two spins in parallel give bulk resistivities of about 12 µΩ cm for the ferromagnet and 3.3 µΩ cm for the spacer, each within about a factor of two of roughly known room-temperature values for nickel and copper. The 4 eV difference between the spin bands is far from typical: the exchange splitting of nickel is well below 1 eV, and its minority d bands add modes at the Fermi level, whereas the model removes them. The magnetoresistance of 47% is therefore no prediction for nickel. Real interfaces are also intermixed, which breaks the conservation of $q$. In the fully randomizing limit formula (3) gives 1.66 and 2.43 fΩ m², so its majority value rises elevenfold and its spin ratio falls from 6.6 to 1.5. With isotropic scattering in the metals the majority rise is larger still, because the smooth interface starts from only 0.036 fΩ m². For a real pair of metals, $G$ and both mode numbers must come from the same band structure, with the disorder of the interface included in $G$. Even then (3) assumes evenly filled incoming modes, and where the interface is smooth this assumption has to be checked separately.
